Why the inverse rule speeds up TM modal calculations of metal gratings

**Q.** I fit reflectance from metal line gratings with a Fourier modal code. In TM polarisation I can choose how permittivity multiplies the field, and the choice changes how many orders I need. Which products are involved?

**A.** Let the grating be periodic in x with period Λ, with vertical walls and a local, piecewise constant permittivity ε(x) in the layer. TM light has H_y = H, E_x and E_z. I use the time factor exp(−iωt), lengths in units of 1/k0, and electric fields divided by the vacuum impedance, written e_x and e_z. Maxwell's equations become

εe_x = −i∂_zH

εe_z = i∂_xH

∂_z e_x − ∂_x e_z = iH

For a layer mode varying as exp(iqz), the first equation gives εe_x = qH. Putting e_z = iε⁻¹∂_xH into the third gives

q e_x = H + ∂_x(ε⁻¹∂_xH)

Multiplication by ε then gives the mode equation

q²H = ε[H + ∂_x(ε⁻¹∂_xH)]

So ε multiplies two field components, e_x and e_z. At a vertical wall e_z is tangential and continuous, while e_x is normal and jumps. The normal displacement d_x = εe_x is continuous. Hence:

- In εe_x both factors jump at the same place, and the jumps compensate.
- In εe_z only ε jumps, and the product jumps with it.

**Q.** A Fourier series can represent a jump. Why should two coincident jumps be worse than one?

**A.** Because the code truncates the field before multiplying. Let X = 2πx/Λ, and let f_n be the coefficient of exp(inX). The Laurent rule is the convolution d_n = Σ_m ε_{n−m}e_m, where e_m now belongs to e_x. If just the orders |m| ≤ M are kept, order n of the product loses

Δ_n = Σ_{|m|>M} ε_{n−m} e_m

To find its size, integrate the coefficient integral by parts on each smooth piece. A jump U = f(X_p+) − f(X_p−) leaves the boundary term

f_k ≈ U exp(−ikX_p)/(2πik)

with a remainder of order 1/k². Multiply the terms of ε and e_x from the same wall. Since 1/i² = −1 and −1/(n−m) = 1/(m−n), the pair contributes

U_εU_e exp(−inX_p)/[4π² m(m−n)]

Now add the terms with m and −m:

1/[m(m−n)] + 1/[m(m+n)] = 2/(m²−n²) = (1/n)[1/(m−n) − 1/(m+n)]

The sum over m > M telescopes. With the harmonic number h_j = 1 + 1/2 + … + 1/j,

Δ_n ≈ Σ_p U_εU_e exp(−inX_p)(h_{M+n} − h_{M−n})/(4π²n)

For n = 0 the sum is 2Σ_{m>M}1/m² ≈ 2/M, so

Δ_0 ≈ Σ_p U_εU_e/(2π²M)

**Q.** You dropped the terms that pair one wall with another, and the remainders.

**A.** Both vanish, even when their sizes are added over all retained orders. A cross term carries exp(imδ), where δ is the separation of the walls in X. Partial sums of exp(imδ) are bounded by 1/|sin(δ/2)|, so summation by parts bounds the sum over m > M by its first weight divided by |sin(δ/2)|. That weight is 1/[(M+1)(M+1−n)]. Added over n it gives h_{2M+1}/(M+1), which tends to zero; negative m gives the same.

The remainder of e_m is of order 1/m². Its contribution, added over n, is at most a constant times

h_{2M+1} Σ_{m>M} 1/m² ≤ h_{2M+1}/M

which also tends to zero. The remainder of ε is zero, because ε is piecewise constant.

**Q.** Each order then loses something like 1/M. That also tends to zero, so where is the trouble?

**A.** There are 2M+1 orders, and at the wall their losses add in phase. Multiply Δ_n by exp(inX_p) and sum over n. With s = n/M, the difference h_{M+n} − h_{M−n} approaches ln[(1+s)/(1−s)], and the sum becomes

∫₋₁¹ (ds/s) ln[(1+s)/(1−s)] = 4 Σ_{j≥0} 1/(2j+1)² = π²/2

Here I used ln[(1+s)/(1−s)] = 2Σ s^{2j+1}/(2j+1) and integrated term by term. The defect at the wall is therefore

(U_εU_e/4π²)(π²/2) = U_εU_e/8

It does not depend on M. Away from the walls the phases no longer agree and the sum tends to zero, so a larger M narrows the faulty region without curing the wall value.

**Q.** How large is this for a metal?

**A.** Let ε_m and ε_d be the two permittivities. Since e_x = d_x/ε with d_x continuous,

U_e = d_x(1/ε_m − 1/ε_d) = −d_x(ε_m − ε_d)/(ε_mε_d)

U_εU_e/8 = −d_x(ε_m − ε_d)²/(8ε_mε_d)

For small contrast the defect is quadratic in the contrast. For |ε_m| ≫ ε_d its size relative to d_x approaches |ε_m|/(8ε_d), which is why metals suffer.

Take ε_m = −1 + 21i and air. Then |ε_m − 1|² = 4 + 441 = 445 and |ε_m| = 21.02, so the relative defect is 445/(8 × 21.02) = 2.65. For glass with ε = 2.1 against air it is 0.072.

I tested this on the given continuous function d_x = 1 + 0.3 cos X + 0.3|sin X|, with walls at X = 0 and π. At X = 0, where d_x = 1.3, the formula gives 0.488 − 3.405i. Direct truncation at M = 160 gives 0.493 − 3.437i, about 1% larger. The loss in order zero is 0.00190 − 0.01327i from both routes.

**Q.** What does the inverse rule change?

**A.** It writes the same relation as e_x = (1/ε)d_x. Now one factor jumps and the other is continuous with at most a kink, so its coefficients fall as 1/m². Let [[f]] be the matrix with elements f_{n−m}. The truncated relation is [[1/ε]][d_x] = [e_x] − [δ], where δ_n collects the lost terms. Up to a constant C,

|δ_n| ≤ 2C Σ_{m>M} 1/[m²(m−M)] ≤ C(2h_M + 1)/M²

The last step sets j = m − M. For j ≤ M I replace 1/m² by 1/M², and for j > M I replace it by 1/j².

The inverse rule drops δ and solves for the displacement:

[d_x] = [[1/ε]]⁻¹[e_x]

Its error is [[1/ε]]⁻¹[δ], so the inverse must not amplify δ without limit. For any vector v with Fourier sum v(X),

v†[[1/ε]]v = (1/2π)∫ |v(X)|²/ε(X) dX

This is |v|² times a weighted mean of the two values of 1/ε, and the mean lies on the straight segment joining them. If ρ is the distance from zero to that segment, every singular value of [[1/ε]] is at least ρ. The wall error, summed over 2M+1 orders, is then at most

(2M+1) C(2h_M + 1)/(ρM²)

which tends to zero as (ln M)/M or faster. In the test above its size is 5 × 10⁻⁴, against 3.5 for the Laurent rule.

**Q.** When does that guarantee fail?

**A.** When ρ = 0. A lossless metal with negative ε beside a dielectric puts zero on the segment. The bound then says nothing, although a particular matrix may still be invertible. For the lossy metal here ρ = 0.047, and the smallest singular value at M = 160 agrees with it to the digits printed.

Slanted walls are another limit. There e_x mixes normal and tangential parts, so e_x and εe_x both jump, and neither rule fits. The field must first be split along and across the wall.

**Q.** Should I use the inverse rule for e_z as well?

**A.** No. Since e_z is continuous, [εe_z] = [[ε]][e_z] is already the good product. For the same continuous test function multiplied by ε, the error norm over the retained orders is 2.6 × 10⁻⁴ with the Laurent rule and 0.86 with the inverse rule.

The mode equation needs e_z from ∂_xH, so this matrix is inverted: [e_z] = [[ε]]⁻¹[i∂_xH]. That agrees with the jump count, because 1/ε and ∂_xH jump together while their product is continuous.

Let K be the diagonal matrix of k_n = sin θ + nλ/Λ, so that ∂_x becomes iK. The mode matrix is

Q² = A(1 − K[[ε]]⁻¹K)

The fast form has A = [[1/ε]]⁻¹ and the slow form has A = [[ε]]. In TE polarisation E_y is tangential to every wall, so its product εE_y keeps the Laurent rule.

**Q.** Your argument takes the field as given. Does the solved grating behave the same way?

**A.** The argument identifies the defect but does not prove a convergence rate for the solution, so I measured one against a mode equation without Fourier truncation. In region j, H'' = −β_j²H with β_j² = ε_j − q². Both H and G = H'/ε are continuous at the walls. Across a thickness a_j, with φ_j = β_ja_j,

H → H cos φ_j + G(ε_j/β_j) sin φ_j

G → −H(β_j/ε_j) sin φ_j + G cos φ_j

Over one period the fields gain the factor exp(iΛ sin θ). The two-region matrix has unit determinant, so its trace is 2cos(Λ sin θ). With r = β₁ε₂/(ε₁β₂),

cos(Λ sin θ) = cos φ₁ cos φ₂ − ½(r + 1/r) sin φ₁ sin φ₂

The example has a period of 500 nm, lines 250 nm wide and 80 nm high, a wavelength of 633 nm, and incidence at 30° from air. The lines have ε_m = −1 + 21i and stand on glass with ε = 2.1. One mode of the air gap has q² = 1.1227 + 0.1412i. The absolute errors in q² are:

| M | Laurent for εe_x | inverse for εe_x | inverse for both |
|---|---|---|---|
| 10 | 8.8 × 10⁻² | 3.1 × 10⁻⁴ | 8.4 × 10⁻² |
| 20 | 4.6 × 10⁻² | 2.4 × 10⁻⁵ | 3.9 × 10⁻² |
| 40 | 2.3 × 10⁻² | 2.1 × 10⁻⁶ | 1.9 × 10⁻² |
| 80 | 1.2 × 10⁻² | 2.0 × 10⁻⁷ | 9.7 × 10⁻³ |

The first two columns use the Laurent rule for εe_z. From M = 20 to 80 their errors fall as M^−1.0 and M^−3.5. The first exponent matches the 1/M loss per order. The second is a fit over even M in this range, not a settled order: between M = 160 and 320 the error falls only as M^−3.1, and odd M give smaller errors that follow a different course (6 × 10⁻⁶ at M = 21, 7 × 10⁻⁸ at M = 41, 1 × 10⁻⁸ at M = 161). I have not derived it. The last column shows that one wrongly treated product is enough to bring slow convergence back.

**Q.** How do you know the jump is the cause, and not the large permittivity?

**A.** Keep the two permittivities and remove the jump. I replaced the step by ε_d + (ε_m − ε_d)/{1 + exp[−sin X/(2πg)]} with g = 0.03, which grades each wall on a scale of 15 nm. At M = 40 the two rules for εe_x then differ in q² by 1 × 10⁻¹², against 2.3 × 10⁻² with sharp walls. This compares the rules with each other; the graded grating is a different structure.

**Q.** I measure reflectance, not q². What do I gain there?

**A.** Less, but still a useful amount. Matching H and e_x at the top and bottom of the layer gives the zero-order reflectance R0:

| M | R0, Laurent for εe_x | R0, inverse for εe_x |
|---|---|---|
| 5 | 0.1867 | 0.1627 |
| 10 | 0.1723 | 0.1678 |
| 20 | 0.1711 | 0.1688 |
| 80 | 0.1699 | 0.1693 |

A finite-difference calculation of the layer modes, with 400 cells per period and walls on cell edges, gives 0.1693. Its complex reflected amplitude has modulus √0.1693 = 0.41. The absolute difference from that amplitude is 1.6 × 10⁻³ for the Laurent rule at M = 80 and 0.7 × 10⁻³ for the inverse rule at M = 20. The matrices have 161 and 41 rows. If dense eigenvalue work dominates and scales as the cube of the size, the saving is (161/41)³ ≈ 60.

The gain is smaller than for q². My conjecture is that the strong fields at the line corners, which neither rule addresses, now limit the convergence. The finite-difference amplitude also has its own grid error, about 2 × 10⁻⁴: against a converged amplitude the Laurent difference at M = 80 is 1.8 × 10⁻³. The smallest differences should therefore not be read as errors of the modal method.

**Q.** Could I detect poor convergence from the energy balance?

**A.** Not in a lossless grating. Inside the layer the truncated equations are

∂_zH = iAe_x

∂_z e_x = i(1 − K[[ε]]⁻¹K)H

For real ε both matrices are Hermitian under either rule. In the z derivative of H†e_x + e_x†H, which is proportional to the power flux, the terms −ie_x†Ae_x and +ie_x†Ae_x cancel, and so do the two terms in H. Power is conserved at any M.

For lines with ε = 6, the same geometry and M = 6, the Laurent rule gives R0 = 0.0534 and the inverse rule 0.0464. Both energy sums are 1.00000000. Varying M is the more informative check.

**Q.** How close is this example to a grating I might measure?

**A.** It is in the regime of a chromium photomask on fused silica, with rough permittivities for red light. The lines here are bare metal. I have not calculated the effect of an antireflection layer on the chromium, so R0 = 0.169 should not be used for a coated mask.

Other changes to R0, calculated with the inverse rule at M = 30 except for the last, are:

- Walls tilted by 3° at fixed mean width, with the lines narrower at the top, in eight vertical-walled slices: +0.0020, growing to +0.0023 at M = 90. This staircase value is still not converged; for truly slanted walls the change is +0.0026.
- A 2 nm oxide skin with ε = 6: −0.0014, growing in size to −0.0017 at M = 180, because so thin a skin needs many orders.
- The metal permittivity raised by 10%: +0.0050.
- Light returned by the back of the plate: about +0.0013, if the detector collects it. This is the back-face reflectance times the square of the zero-order transmittance, 0.254.

At M = 20 the Laurent rule is high by 0.1711 − 0.1693 = 0.0018, and at M = 21 by 0.0026, comparable with the 0.0026 of the 3° tilt. Both raise R0, so in a fit to this single reflectance the truncation error could hide most of such a tilt: the walls would appear tilted by about 1° at M = 20 and nearly vertical at M = 21. The inverse rule at the same M is low by 0.0005. The 10% rise in metal permittivity listed above would then matter about ten times more than the truncation. The numerical output below gives more digits, but does not include the tilt at M = 90 or with truly slanted walls, the skin at M = 180, the values at M = 21, 41 and 161, the converged amplitude or the mode errors beyond M = 80.

Table of computed values

```
Wavelength 633 nm, incidence 30 deg
Period 500 nm, width 250 nm, height 80 nm
Permittivity: metal -1.0+21.0j, glass 2.1
Test product at M=160, D at wall 1.30 (dimensionless):
  Laurent defect at wall, found     0.4925-3.4374j
  Laurent defect at wall, U*U/8     0.4879-3.4048j
  Laurent loss in order 0, found    0.001901-0.013268j
  Laurent loss in order 0, formula  0.001901-0.013268j
  inverse-rule defect at wall, size 5.22e-04
Relative defect: metal/air 2.646, glass/air 0.072
One factor jumps, error norm: Laurent 2.63e-04, inverse 8.57e-01
Smallest singular value of [[1/eps]]: 0.0474, bound 0.0474
Smallest singular value of [[eps]]: 0.9957, bound 0.9955
Exact gap mode q^2 = 1.122719+0.141172j (dimensionless)
Error of q^2: M, Laurent on eps*E_x, inverse on eps*E_x, inverse on both
   10  8.820e-02  3.094e-04  8.434e-02
   20  4.603e-02  2.435e-05  3.939e-02
   40  2.338e-02  2.052e-06  1.944e-02
   80  1.159e-02  1.950e-07  9.670e-03
Measured exponent of M (20 to 80): Laurent -1.00, inverse -3.48
Rule difference in q^2 at M=40: sharp walls 2.34e-02, graded over 15 nm 9.72e-13
Lossless lines (eps 6, M=6): R0 Laurent 0.05336, inverse 0.04638
  energy sums 1.00000000 and 1.00000000
Finite-difference R0: 200 cells 0.16940, 400 cells 0.16934
Reflectance R0: M, Laurent, inverse, then |r0 - r0(400 cells)| of each
    5  0.18667  0.16268  2.74e-02  9.54e-03
   10  0.17234  0.16784  1.06e-02  2.11e-03
   20  0.17112  0.16882  6.55e-03  6.58e-04
   40  0.17044  0.16914  3.45e-03  2.68e-04
   80  0.16993  0.16925  1.62e-03  2.22e-04
At M=80, inverse rule: R(-1) 0.11601, T0 0.25383, absorbed 0.32992
Neglected effects, change of R0 (base 0.16905 at M=30):
  wall tilt 3 deg      +0.00199
  oxide skin 2 nm (eps 6)  -0.00144
  metal permittivity +10%  +0.00499
  back face of plate, estimate  +0.00134
```
